# Onset of aggregation in irreversible island nucleation from an empty surface, part 2

Atoms land at random on an empty square lattice of mesh length \(a\), at flux \(F\) per site per second (ML/s). The problem is to find the coverage at which islands first equal adatoms in number, which marks the onset of aggregation. At time \(t\) the deposited coverage is \(\theta=Ft\). An adatom hops to each of its four neighbouring sites at rate \(D\), which is also the diffusion coefficient in mesh cells per second.

Per site there are \(n_1\) adatoms and \(N\) islands of two or more atoms. Dimers form at the rate \(\sigma_1Dn_1^2\), and islands capture adatoms at the rate \(\sigma Dn_1N\). The mean-field model takes the capture numbers \(\sigma_1\) and \(\sigma\) as constants. Dimers neither break nor move, and evaporation, loss to steps and landing directly on other atoms are left out. The mean island size is

\[
\bar s=\frac{\theta-n_1}{N}. \tag{6}
\]

The scaled variables are

\[
\theta=uT,\qquad n_1=uX,\qquad N=uY,\qquad
u=\left(\frac{F}{\sigma_1D}\right)^{1/2}. \tag{8}
\]

With a prime for \(d/dT\), the rate equations and the empty start become

\[
X'=1-2X^2-\rho XY,\qquad Y'=X^2,\qquad \rho=\frac{\sigma}{\sigma_1}, \tag{9}
\]

\[
X(0)=Y(0)=0. \tag{10}
\]

Islands equal adatoms, \(N=n_1\), at the coverage

\[
\boxed{\theta_A=C(\rho)\left(\frac{F}{\sigma_1D}\right)^{1/2}} \tag{11}
\]

where \(C\) is close to 2.1 for \(\rho\) between 0.5 and 2. Islands capture the share \(\rho XY\) of the arriving flux; half capture means that this share is \(1/2\).

The early laws are \(X\simeq T\) and \(Y\simeq T^3/3\). The late laws are

\[
Y\simeq\left(\frac{3T}{\rho^2}\right)^{1/3},\qquad
X\simeq\frac{1}{\rho Y}\simeq(3\rho T)^{-1/3}. \tag{18}
\]

### Why dimension matters

The power \(1/2\) can be understood by asking when an adatom has had time to find another atom. In time \(t\) it makes a number of hops of order \(Dt\). In two dimensions, apart from a logarithm, the number of different sites it visits is also of order \(Dt\). There are about \(1/\theta\) sites per deposited atom. Encounters become likely when these numbers are comparable; with \(t=\theta/F\),

\[
\frac{D\theta}{F}\sim\frac1\theta,
\qquad \theta\sim\left(\frac FD\right)^{1/2}. \tag{22}
\]

In one dimension a walker keeps returning over the same ground and visits of order \((Dt)^{1/2}\) different sites. The condition becomes \((D\theta/F)^{1/2}\sim1/\theta\). Squaring and collecting powers of \(\theta\),

\[
\theta^3\sim\frac FD,
\qquad \theta\sim\left(\frac FD\right)^{1/3}. \tag{23}
\]

Constant capture numbers are therefore unsuitable in one dimension. The same warning applies to a surface on which atoms move almost entirely along one direction.

The logarithm in two dimensions can be estimated from steady diffusion towards an island. Let the adatom density vanish at a radius \(r_0\) of about one mesh length and equal \(n_1\) at a distance \(\ell\) comparable with the island spacing. The total inward current \(J=2\pi rD\,dn/dr\) is the same at every radius \(r\). Integration of \(dn=J\,dr/(2\pi Dr)\) gives \(n_1=J\ln(\ell/r_0)/(2\pi D)\). Since \(J=\sigma Dn_1\) for one island,

\[
\sigma\simeq\frac{2\pi}{\ln(\ell/r_0)}. \tag{24}
\]

For pairs of adatoms the relative diffusion coefficient is \(2D\), but each pair must be counted once, which brings a factor \(1/2\). The two factors cancel, so \(\sigma_1\) has the same estimate and \(\rho\) should be near 1. As \(D/F\) rises, the islands at onset lie further apart and both capture numbers fall slowly. Equation (24) is an estimate, because at the onset the density around an island has barely had time to become steady.

### Simulation of walkers on a lattice

A direct simulation needs no capture numbers as input. Atoms land and hop at random, two that meet become an immobile island, and each island occupies one site. The run stops when islands equal adatoms. The capture numbers are then measured as the number of encounters made by hopping, divided by the time integral of \(Dn_1^2\) or \(Dn_1N\) over the lattice. With these averages, the rate equations predict the onset:

| \(D/F\) | \(\sigma_1\) | \(\sigma\) | simulated \(\theta_A\) (ML) | predicted \(\theta_A\) (ML) |
|---|---:|---:|---:|---:|
| \(1.00\times10^4\) | 1.77 | 1.92 | 0.0152 | 0.0156 |
| \(2.00\times10^5\) | 1.63 | 1.53 | 0.00360 | 0.00365 |
| \(3.98\times10^6\) | 1.24 | 1.34 | 0.00089 | 0.00094 |

The predictions differ from the simulated values by 1 to 5 %, which is within the scatter of single runs; on larger lattices with several thousand islands the differences are 2 % or less and of either sign. Each line is one run, and the last contains 205 islands, so its count has a statistical uncertainty of roughly 7 % if the counts are treated as independent. Because the capture numbers come from the same runs, the comparison tests whether the two equations with average capture numbers describe the onset. It does not test a theory of the capture numbers.

Between the first and last lines the simulated onset varies as \((F/D)^{0.474}\). The fall of \(\sigma_1\) is large enough to account for the departure from \(1/2\). By (11), \(\theta_A\) contains \(\sigma_1^{-1/2}\), which rises by the factor \((1.774/1.236)^{1/2}=1.20\) while \(D/F\) rises by 398. This lowers the apparent power by \(\ln1.20/\ln398=0.03\), to 0.47. The power \(1/2\) is thus the mean-field result at fixed capture numbers, and a fit over a finite range on a real two-dimensional lattice should come out slightly lower.

In one dimension, two runs at \(D/F=10^4\) and \(10^6\) give the power 0.285. This is clearly different from \(1/2\), but it also lies 0.05 below the \(1/3\) of (23). Two single runs cannot separate statistical scatter from corrections due to the finite spacing of the lattice, so they show a power well below \(1/2\) but do not confirm the value \(1/3\), which is an estimate for large \(D/F\). On lattices about nine times longer the same two ratios give about 0.32.

### Example: chromium on Cr(001)

The square mesh of Cr(001) makes the diffusion of a single adatom isotropic by symmetry, as the model requires. The inputs are rough values for a metal surface of this kind, not measured results: \(a=0.29\) nm, a hop barrier \(E=0.50\) eV and an attempt rate \(\nu=10^{13}\) per second. The temperature is 300 K, so \(k_BT_s=0.02585\) eV, where \(T_s\) is the surface temperature. The flux is 0.01 ML/s. The hop rate is

\[
D=\nu e^{-E/(k_BT_s)}
=10^{13}e^{-0.50/0.02585}\ \mathrm{s^{-1}}
\approx3.98\times10^4\ \mathrm{s^{-1}}, \tag{25}
\]

which corresponds to \(3.4\times10^{-11}\) cm²/s. Division by the flux gives \(D/F=3.98\times10^6\), the value in the last line of the table. With \(\sigma_1=1.236\) from that line,

\[
u=(1.236\times3.984\times10^6)^{-1/2}=4.51\times10^{-4}. \tag{26}
\]

The ratio measured in that single run is \(\rho=1.09\), for which \(C=2.08\). These capture numbers carry the scatter of 205 islands: on a lattice of \(2048\times2048\) sites, averaged over about 4500 islands, they become \(\sigma_1=1.30\), \(\sigma=1.24\) and \(\rho=0.95\), which lowers the onset below by about 2 %. Therefore

\[
\theta_A=2.08\times4.51\times10^{-4}
\approx9.4\times10^{-4}\ \mathrm{ML},
\qquad t_A=\frac{\theta_A}{F}\approx0.094\ \mathrm{s}. \tag{27}
\]

The island density at this moment is \(2.66\times10^{-4}\) per site. Division by the cell area \((0.29\times10^{-7}\ \mathrm{cm})^2\) gives \(3.2\times10^{11}\) cm\(^{-2}\), a typical spacing of 18 nm. Since \(n_1=N\), equation (6) gives the mean size \((9.37-2.66)/2.66=2.5\) atoms. Most islands are still very small, so giving each of them one site is a modest simplification. Real atoms, however, bind as soon as they are neighbours, whereas here they must meet on the same site. The larger capture radius, \(r_0\) in (24), raises both capture numbers and lowers the onset coverage somewhat.

Islands capture 38 % of the arriving flux at \(\theta_A\). They reach 50 % at \(1.34\times10^{-3}\) ML. Either mark puts the change near one thousandth of a monolayer. In this model, a film of a tenth of a monolayer grown under the same conditions is far beyond the onset.

### How far the neglected effects move the result

The result is sensitive to the barrier. At fixed capture numbers \(\theta_A\) varies as \(D^{-1/2}\), hence as \(e^{E/(2k_BT_s)}\). A barrier higher by 0.05 eV multiplies the onset coverage by \(e^{0.05/0.0517}=2.6\). The value in (27) therefore describes the model with its stated inputs, with the second digit uncertain by a few units through the capture numbers; for chromium the result is at best an order of magnitude.

Steps remove adatoms before they meet. Consider a perfectly absorbing step at \(x=0\) and ignore meetings between atoms. Atoms that landed a time \(s\) ago are depleted near the step by the fraction \(\mathrm{erfc}[x/(4Ds)^{1/2}]\). The integral of this function over \(x\) is \((4Ds/\pi)^{1/2}\), so the number lost per unit length of step is

\[
F\int_0^t\left(\frac{4Ds}{\pi}\right)^{1/2}ds
=\frac{4}{3\sqrt\pi}\,Ft\,(Dt)^{1/2}. \tag{28}
\]

A terrace of width \(L\) has two such edges and receives \(FtL\) atoms. The fraction lost is

\[
p=\frac{8}{3\sqrt\pi}\frac{(Dt)^{1/2}}{L}, \tag{29}
\]

provided that the depleted strips do not overlap. At the onset \((Dt)^{1/2}\) is 17.7 nm in ordinary units. For an assumed terrace of 200 nm, \(p=1.50\times17.7/200=13\) %. This agrees with the full series solution for a terrace with two absorbing edges. It is an upper estimate, because atoms already bound in islands can no longer reach a step. The resulting shift of \(\theta_A\) was not computed. Terraces not much wider than the 18 nm island spacing would invalidate the model.

Dimers can break. Suppose a dimer has six ways to separate, each at the rate \(De^{-B/(k_BT_s)}\), where \(B\) is its bond energy. The expected number of breakups in the whole time to onset is \(6Dt_Ae^{-B/(k_BT_s)}\). Setting this to 0.1 and solving for \(B\),

\[
B=k_BT_s\ln(60Dt_A)\approx0.32\ \mathrm{eV}. \tag{30}
\]

With this bond energy, rate equations that include breakup move the onset by 2 %. With \(B=0.20\) eV they raise the onset coverage by 141 %. These figures, and (30), are upper estimates, because they treat every separation as a full escape. On the lattice only about one split pair in seven or eight gets as far as the island spacing before rejoining, in line with detailed balance, which ties the effective breakup rate to about \(\sigma_1De^{-B/(k_BT_s)}/2\). With that escape fraction the shift at \(B=0.20\) eV is 25 to 30 %, still too large for dimers to count as irreversible, and the bond needed for 0.1 true escapes is about 0.27 eV. Breakup also adds a rate that does not scale with \(F\) and \(D\) as the other terms do: in (9) its strength is the breakup rate times \(u/F\). The pure power \(1/2\) is then lost in general.

Temperature makes this condition stricter. At 400 K, with flux, barrier and capture numbers held fixed, the onset falls to \(8.4\times10^{-5}\) ML, but the bond energy required by the same criterion rises to 0.51 eV. This criterion is again on the safe side. Steps also matter more: \((Dt)^{1/2}\) at the onset grows to 59 nm, for which (29) gives an upper estimate of about 45 % on the 200 nm terrace. Extrapolation of (11) to higher temperature needs both a dimer that rarely escapes before the onset and terraces much wider than the island spacing.

Moving dimers are less disruptive. If their diffusion coefficient is a fixed fraction of \(D\), every added encounter term is again \(D\) times a product of two densities. The scaling (8) still removes \(F\) and \(D\), so only the prefactor changes. For dimers moving at \(0.1D\) the onset rises by 2 %. If the temperature is varied, the fraction itself may change and the prefactor with it.

Two omissions are negligible here. Less than 0.1 % of the flux lands directly on other atoms at the onset. With a rough adsorption energy of 3 eV, the chance that an atom evaporates before the onset is of order \(10^{-39}\).

### The model beside a real chromium surface

The barrier is a rough figure: an error of 0.05 eV moves the onset by a factor of 2.6, one of 0.1 eV by a factor of 7 and one of 0.2 eV by a factor of about 50. A real surface also has steps, which on 200 nm terraces take at most about 13 % of the deposited atoms by the onset. The assumption most exposed to the history of the sample is the empty start, because chromium reacts readily with oxygen. At an oxygen pressure of \(10^{-10}\) Torr, about 0.011 molecules strike the surface per island during the 0.094 s to onset, a small number. If the clean surface had first waited 100 s at the same pressure, the number would be \(0.0106\times100/0.0937\approx11\) per island. Whether these molecules stick and trap chromium atoms is not decided by this model. If even a modest part of them did, islands would start at impurities, \(Y(0)\) would not be zero, and (11) would not apply. A test of the law on such a surface therefore needs a short delay before deposition as well as a low pressure.

The numerical output below lists the values used in this section.

## Calculated quantities

```
power of F in rate equations: 0.5000
power of D in rate equations: -0.5000
rho=0.5: C=2.094, T at peak X=1.559, T at half capture=6.097
rho=1.0: C=2.081, T at peak X=1.359, T at half capture=3.209
rho=2.0: C=2.062, T at peak X=1.176, T at half capture=1.819
rho=1, T=1e5: X/late law=1.0004, Y/late law=0.9991
rho=1, early and late laws cross at T=0.760 (adatoms), 1.732 (islands)
mesh 0.29 nm, barrier 0.5 eV, attempt rate 1e+13 /s
temperature 300 K, kT 0.02585 eV, flux 0.01 ML/s
D = 3.984e+04 cells/s = 3.351e-11 cm2/s
D/F = 3.984e+06
2D D/F=1.00e+04: simulated onset 1.521e-02 ML, predicted 1.561e-02 ML
   s1=1.774, s=1.917, islands counted 689
2D D/F=2.00e+05: simulated onset 3.600e-03 ML, predicted 3.647e-03 ML
   s1=1.631, s=1.529, islands counted 375
2D D/F=3.98e+06: simulated onset 8.901e-04 ML, predicted 9.368e-04 ML
   s1=1.236, s=1.344, islands counted 205
simulated power of F/D in 2D: 0.474
simulated power of F/D in 1D: 0.285
example: rho=1.087, C=2.079, density unit=4.505e-04 per site
onset coverage 9.368e-04 ML, onset time 0.0937 s
island density 2.655e-04 per site = 3.157e+11 /cm2
island spacing 17.8 nm
mean island size 2.53 atoms
flux share captured by islands at onset 0.378
half of flux captured at 1.342e-03 ML
barrier higher by 0.05 eV: onset coverage times 2.630
sqrt(D t) at onset 17.7 nm; adatoms lost to steps of a 200 nm terrace 13.3 %
bond for 0.1 expected breakups by onset: 0.318 eV, onset shift 1.97 %
bond of 0.20 eV: onset shift 141 %
at 400 K, same s1 and s: onset 8.35e-05 ML, bond needed 0.508 eV
dimers moving at 0.1 D: onset shift 1.71 %
flux landing directly on atoms at onset: below 0.094 %
evaporation chance by onset, 3 eV adsorption (rough): 3.7e-39
O2 hits by onset at 1e-10 Torr, per island: 0.0106
```
